# Hot-electron heat conduction is not set by the equilibrium conductivity

**The argument under review**

A short laser pulse heats the electrons of a metal to a temperature $T_e$ while the lattice stays near $T_l<T_e$. To compute how the heat spreads, the argument needs the electronic thermal conductivity $\kappa$. It reasons as follows.

"Kinetic theory gives $\kappa=\tfrac13 C_e v^2\tau$. The electronic heat capacity $C_e$ is proportional to temperature. Above the Debye temperature the scattering time $\tau$ is inversely proportional to temperature. The two factors cancel, so $\kappa$ is a constant of the metal. Any small remaining variation can be read from the equilibrium conductivity at the temperature $T_e$, since it is the electrons that carry the heat."

The kinetic formula is a fair start, and the cancellation is correct in equilibrium as long as phonons dominate the scattering. The fault is the word "temperature", which stands for two different quantities. The heat capacity contains $T_e$. Whether $\tau$ contains $T_e$ or $T_l$ has to be found from the collisions. I work this out below for a model in which the Boltzmann equation can be solved, and then return to the two substitutions that the argument proposes, $\kappa(T_l,T_l)$ and $\kappa(T_e,T_e)$.

**1. Model and driving term**

I use Hartree atomic units and write $T$ for $k_BT$. The electrons have a Fermi distribution $f(x)=1/(e^x+1)$ at $T_e$, with $x=(\varepsilon-\mu)/T_e$, and I write $w(x)=-df/dx$. Near the Fermi level the speed $v$ and the density of states $D$ (per spin and unit cell) are taken as constant, which requires $T_e\ll E_F$.

Electrons scatter from phonons of a single energy $\omega$, held in equilibrium at $T_l$, and from each other through a local interaction $U$ between opposite spins. The matrix elements do not depend on momentum, and each collision randomizes the directions of motion. This last assumption is examined in section 6.

Let $T_e$ vary slowly along $z$. At constant $\mu$, $\partial x/\partial z=-(x/T_e)\,\partial_zT_e$, and therefore
$$v_z\frac{\partial f}{\partial z}=v_z\,\frac{x\,w}{T_e}\,\partial_zT_e .$$
A gradient of $T_l$ does not appear, because $f$ does not contain $T_l$. The driving term is odd in $x$. If the scattering rate is even in $x$, as it proves to be, the response carries no charge current, and no electric field is needed to cancel one.

The response $\delta f$ is odd in velocity. The phonons also cool the electrons, but that part of the collision term is the same for all directions and carries no current. I neglect $\partial\,\delta f/\partial t$, which is justified if cooling is slow compared with scattering.

**2. Which temperature sets the phonon rate?**

Let $g$ be the electron-phonon matrix element and $\lambda=2Dg^2/\omega$, so that the golden-rule factor is $2\pi g^2D=\pi\lambda\omega$. With $N_l=1/(e^{\omega/T_l}-1)$ and $f_\pm=f(\varepsilon\pm\omega)$, the collision term for a state of occupation $F_1$ is
$$\pi\lambda\omega\{(1-F_1)[(N_l+1)f_++N_lf_-]-F_1[(N_l+1)(1-f_-)+N_l(1-f_+)]\}.$$
The first bracket fills the state by emission from above or absorption from below; the second empties it. The occupations of the other states enter as averages over direction, where an odd $\delta f$ drops out. What remains is linear in $F_1$, and its coefficient is minus the rate
$$\Gamma_{ph}(x)=\pi\lambda\omega\,[2N_l+1+f_+-f_-].$$
For $\omega\ll T_l$, $2N_l+1\simeq 2T_l/\omega+\omega/(6T_l)$, while $f_+-f_-\simeq-2\omega w/T_e$. Thus
$$\Gamma_{ph}\simeq 2\pi\lambda T_l\left[1+\frac{\omega^2}{12T_l^2}-\frac{\omega^2w}{T_eT_l}\right]\simeq 2\pi\lambda T_l\equiv\Gamma_p .$$
The electron temperature enters only the small last correction. An electron is scattered by the thermal vibrations present in the lattice, and heating the electrons does not create more of them until energy has been transferred. The argument's $\tau\propto1/T$ is therefore $\tau\propto1/T_l$.

**3. Electron-electron rate**

An electron at $x$ collides with one at $x_2$ and they go to $x_3$ and $x_4=x+x_2-x_3$. As before, terms linear in $\delta f$ of the other three states vanish on averaging over directions. With $f_i=f(x_i)$, the coefficient of $\delta f$ at $x$ gives the rate $2\pi U^2D^3T_e^2J(x)$, where
$$J=\int\!\!\int dx_2dx_3\,[f_2(1-f_3)(1-f_4)+(1-f_2)f_3f_4].$$
The factor $T_e^2$ comes from the two energy integrals. To find $J$, use the identity, verified by putting both sides over a common denominator,
$$f(a)[1-f(b)]=\frac{f(a)-f(b)}{1-e^{a-b}} .$$
Set $s=x+x_2$. Since $1-f(s-x_3)=f(x_3-s)$ and $\int[f(x_3-s)-f(x_3)]dx_3=s$,
$$\int(1-f_3)(1-f_4)dx_3=\frac{s}{1-e^{-s}},\qquad \int f_3f_4\,dx_3=\frac{s}{e^s-1}.$$
With $b(s)=1/(e^s-1)$, the two terms combine to
$$J=\int_{-\infty}^{\infty}s\,[f(s-x)+b(s)]\,ds .$$
Fold the negative half onto the positive one, using $f(-y)=1-f(y)$ and $b(-s)=-1-b(s)$:
$$J=\int_0^\infty s\,[f(s-x)+f(s+x)+2b(s)]\,ds .$$
The Bose term gives $2\cdot\pi^2/6=\pi^2/3$. Call the rest $G(x)$. Then $G(0)=2\cdot\pi^2/12=\pi^2/6$, and an integration by parts gives
$$G'(x)=\int_0^\infty[f(s-x)-f(s+x)]ds=\ln\frac{1+e^x}{1+e^{-x}}=x .$$
Hence $J=(\pi^2+x^2)/2$, and the electron-electron rate is
$$\Gamma_{ee}(x)=\Gamma_e\left(1+\frac{x^2}{\pi^2}\right),\qquad \Gamma_e=\pi^3U^2D^3T_e^2 .$$
Hot electrons open more states to each other. This channel depends on $T_e$ and not on $T_l$.

**4. The conductivity**

With $\Gamma(x)=\Gamma_p+\Gamma_{ee}(x)$, balancing the driving term against $-\Gamma\,\delta f$ gives
$$\delta f=-v_z\,\partial_zT_e\,\frac{x\,w}{T_e\Gamma(x)} .$$
The heat current is the sum of $v_z(\varepsilon-\mu)\delta f$ over states. Let $\Omega$ be the cell volume. Using $d\varepsilon=T_edx$, $\varepsilon-\mu=T_ex$ and $\langle v_z^2\rangle=v^2/3$,
$$q=-\frac{2Dv^2}{3\Omega}\,T_e\,\partial_zT_e\int\frac{x^2w}{\Gamma(x)}dx .$$
For free electrons, one per cell, $D=3/(4E_F)$, $v^2=2E_F$ and $1/\Omega=n$, the electron density. The prefactor $2Dv^2/(3\Omega)$ is then $n$, and since $q=-\kappa\,\partial_zT_e$,
$$\kappa(T_e,T_l)=nT_e\int_{-\infty}^{\infty}\frac{x^2w}{\Gamma(x)}dx .$$

First switch off $U$. With $\int x^2w\,dx=\pi^2/3$,
$$\kappa=\frac{\pi^2nT_e}{3\Gamma_p}=K_0\frac{T_e}{T_l},\qquad K_0=\frac{\pi n}{6\lambda}.$$
At $T_e=T_l$ this is the constant $K_0$ of the argument. Out of equilibrium the cancellation is incomplete: the electrons carry more heat because they are hotter, and the phonons scatter them no more than before.

Now restore $U$. Define $T^*$ as the electron temperature at which $\Gamma_e=\Gamma_p$, and let $t=T_e/T^*$, so $\Gamma_e=t^2\Gamma_p$. Then
$$\Gamma(x)=\frac{\Gamma_e}{\pi^2}(a^2+x^2),\qquad a^2=\pi^2\left(1+\frac1{t^2}\right).$$
Writing $x^2=(a^2+x^2)-a^2$ and using $\int w\,dx=1$,
$$\kappa=\frac{\pi^2nT_e}{\Gamma_e}\left[1-a^2\int\frac{w\,dx}{a^2+x^2}\right].$$
The remaining integral follows from $1/(a^2+x^2)=a^{-1}\int_0^\infty e^{-ak}\cos(kx)\,dk$ and the Fourier transform
$$\int w\cos(kx)\,dx=\frac{\pi k}{\sinh\pi k}.$$
To obtain the latter, compare $\int we^{ikx}dx$ with the same integral along the line shifted by $2\pi i$, where $w$ repeats and the exponential gains $e^{-2\pi k}$. Between the lines $w$ has the double pole $-1/(x-i\pi)^2$, so $(1-e^{-2\pi k})$ times the transform is $2\pi k\,e^{-\pi k}$. Expanding $1/\sinh\pi k$ in exponentials,
$$\int\frac{w\,dx}{a^2+x^2}=\frac{2\pi}{a}\sum_{m=0}^\infty\frac1{(a+\pi+2\pi m)^2}=\frac{1}{2\pi a}\,\psi'\!\left(\frac12+\frac a{2\pi}\right),$$
where $\psi'(y)=\sum_{m\ge0}(m+y)^{-2}$ is the trigamma function. Put $z=a/(2\pi)$. The prefactor is $\pi^2nT_e/\Gamma_e=\pi^2nT^*/(t\Gamma_p)=3K_0T^*/(tT_l)$, so
$$\kappa=K_0\frac{T^*}{T_l}F(t),\qquad F(t)=\frac3t\left[1-z\,\psi'\!\left(z+\tfrac12\right)\right],\qquad z=\frac12\sqrt{1+\frac1{t^2}} .$$

**5. Rise, maximum and fall**

For small $t$ it is easier to expand the integral form,
$$F(t)=\frac{3}{\pi^2}\int\frac{x^2w\,t}{1+t^2(1+x^2/\pi^2)}dx\simeq t\left[1-t^2\left(1+\frac{3}{\pi^4}\int x^4w\,dx\right)\right].$$
The $k^4$ term of $\pi k/\sinh\pi k$ is $7\pi^4k^4/360$, which gives $\int x^4w\,dx=7\pi^4/15$. Hence $F\simeq t(1-\tfrac{12}{5}t^2)$. The proportionality to $T_e/T_l$ is only the leading term: in the table of section 7, at $T_e=2T_l$ ($t=0.19$), $\kappa$ is $1.85K_0$ instead of $2K_0$, already 8% below the value without $U$.

For large $t$, $z\to\tfrac12$ and $\psi'(1)=\pi^2/6$, so
$$F\to\left(3-\frac{\pi^2}{4}\right)\frac1t\simeq\frac{0.533}{t}.$$
The carried heat still grows as $T_e$, but the collision rate grows as $T_e^2$.

Between these limits, a numerical scan of $F$ from $t=0.01$ to $100$ shows a single maximum. A numerical maximization places it at $t_m=0.737$, with $F(t_m)=0.348$. Since
$$T^*=\sqrt{\frac{2\lambda T_l}{\pi^2U^2D^3}},$$
the peak temperature $t_mT^*$ grows as $\sqrt{T_l}$, and the peak conductivity, proportional to $T^*/T_l$, falls as $1/\sqrt{T_l}$. A rise from equilibrium exists if $t_mT^*>T_l$, that is, if $T_l<2\lambda t_m^2/(\pi^2U^2D^3)$.

A repair of the argument might add the two rates at the Fermi level and write $F=t/(1+t^2)$. This has the right trend but peaks at $t=1$ with height $0.5$. It is too large because $\Gamma(x)\ge\Gamma(0)$: the factor $x^2$ in the heat current favours electrons away from the Fermi level, and these collide with other electrons more often.

**6. What momentum conservation changes**

One could object that collisions between electrons conserve momentum and so cannot limit a current. The heat current here is not the momentum. A uniform drift gives $\delta f\propto v_zw$, even in $x$, while the thermal response is odd in $x$. With constant $D$ and $v$, conservation of momentum alone does not protect it.

It does, however, correlate the directions of the outgoing electrons, so the in-scattering terms dropped in section 3 no longer average to zero. The function $F$, and with it $0.737$ and $0.348$, then changes. If the matrix elements can be taken at the Fermi surface, the electron-electron collision operator is still $T_e^2$ times an operator in $x$ and direction. The two limiting powers and the $\sqrt{T_l}$ scaling then survive, provided that this operator does relax the heat current.

**7. Numbers for a model metal**

Take $E_F=0.25$, $\lambda=0.15$, $\omega=0.0004$, $U=0.1$ and $T_l=0.001$, with energies in hartree. This lattice temperature is 316 K. Then $D=3/(4\times0.25)=3$ and $n=(2E_F)^{3/2}/(3\pi^2)=0.01194$ bohr$^{-3}$. In atomic units,
$$K_0=\frac{\pi\times0.01194}{6\times0.15}=0.0417,\qquad \Gamma_p=2\pi\times0.15\times0.001=9.42\times10^{-4},$$
$$\frac{\Gamma_e}{T_e^2}=\pi^3\times0.1^2\times3^3=8.37,\qquad T^*=\sqrt{\frac{9.42\times10^{-4}}{8.37}}=0.0106 .$$
The maximum lies at $T_e=0.737\times0.0106=0.0078$ hartree, about 2470 K. Its height is $K_0\times10.6\times0.348=3.69K_0$, about 1660 W/(m K). The equilibrium value $\kappa(T_l,T_l)$ is $0.979K_0$, about 440 W/(m K).

The table gives conductivities in units of $K_0$ from the trigamma formula. The exponent is the local slope $d\ln\kappa/d\ln T_e$ at fixed $T_l$, taken by finite differences.

| $T_e$ (hartree) | $\kappa(T_e,T_l)$ | exponent | $\kappa(T_e,T_e)$ |
|---|---|---|---|
| 0.001 | 0.98 | +0.96 | 0.98 |
| 0.002 | 1.85 | +0.85 | 0.96 |
| 0.004 | 3.04 | +0.55 | 0.92 |
| 0.007 | 3.67 | +0.10 | 0.88 |
| 0.010 | 3.59 | −0.22 | 0.83 |
| 0.020 | 2.56 | −0.71 | 0.72 |
| 0.030 | 1.86 | −0.86 | 0.64 |

Both proposals fail. Keeping $\kappa(T_l,T_l)$ misses a factor of 3.8 at the maximum. Looking up the equilibrium conductivity at $T_e$ is worse there: it gives $0.86K_0$ instead of $3.69K_0$, because it supplies the electrons with a hot lattice that does not exist. It even has the wrong sign of slope during the rise.

The table also limits the corrected statement. At $T_e=4T_l$ the conductivity is $3.04K_0$, not $4K_0$, so strict proportionality covers a narrow range in this metal. At the other end the exponent has reached $-0.86$, not $-1$.

To isolate the cause of the reversal, I evaluated the integral for $\kappa$ by quadrature with the full $\Gamma_{ph}(x)$. Between $T_e=0.003$ and $0.03$ hartree, $\kappa$ grows by a factor of 9.97 without $U$ and changes by a factor of 0.74 with it. The small shortfall from 10 has the sign of the last correction in section 2, which lowers the phonon rate more at the smaller $T_e$. Over the table, the classical phonon rate changes $\kappa$ by less than 1% relative to this quadrature. Raising $T_l$ fourfold in the same calculation raises the peak temperature by a factor of 1.99 and lowers the peak height to 0.503 of its former value, close to the predicted 2 and $\tfrac12$.

**8. Conditions for using the result**

*Slow cooling.* Multiply the net phonon emission rate by $\omega$ and sum over both spins. The energy lost per cell and time is
$$P=2D\,\pi\lambda\omega^2\int d\varepsilon\,[(N_l+1)f(1-f_-)-N_lf_-(1-f)].$$
The identity of section 3 gives $\int f(1-f_-)d\varepsilon=\omega N_e$ and $\int f_-(1-f)d\varepsilon=\omega(N_e+1)$, where $N_e$ is the Bose function at $T_e$. The integral is therefore $\omega(N_e-N_l)\simeq T_e-T_l$. Dividing $P$ by $C_eT_e$, with $C_e=2\pi^2DT_e/3$ per cell, gives the fractional cooling rate
$$\frac{P}{C_eT_e}=\frac{3\lambda\omega^2}{\pi T_e}\left(1-\frac{T_l}{T_e}\right).$$
At the peak this is $2.6\times10^{-6}$ atomic units, or 0.3% of $\Gamma_p$. Neglecting the time derivative of $\delta f$ is justified here, if the laser itself does not change $T_e$ faster than the collisions act.

*Degenerate electrons.* The peak is at $T_e/E_F=0.03$. To estimate the band error I replaced the constant band by a parabolic one, weighting the integrand by $(E/E_F)^{3/2}$, fixing $\mu$ by the density and imposing zero charge current, with the scattering rates unchanged. Relative to the constant band, $\kappa$ falls by 0.3% at the peak and by 4% at $T_e=0.03$ hartree. This is only the change of weighting; if the parabolic density of states is also put into the scattering rates, the fall is below 1% at both temperatures. The $1/T_e$ law needs $T^*\ll T_e\ll E_F$, and this metal has little room for it. It must not be continued into a hot, nondegenerate plasma, where the $T_e^2$ collision rate no longer follows from the phase-space integral above.

*Local heat flow.* The electrons must already have a Fermi distribution, and $T_e$ must vary little over a mean free path $v/\Gamma$. The first condition can fail immediately after a very short pulse. It also needs the cooling rate to be small against $\Gamma_e$, because cooling by phonons distorts the Fermi shape and electron-electron collisions restore it. The ratio is 0.5% at the peak but 17% at $T_e=0.002$ hartree, so the condition is only marginally met early in the rise. The second is demanding. In the model metal $v/\Gamma_p$ is 750 bohr, about 40 nm; electron-electron collisions shorten the path of the heat-carrying electrons to about 19 nm at the peak. For light well below the plasma frequency $\omega_p=\sqrt{4\pi n}$ the field decays over about $c/\omega_p=19$ nm, where $c$ is the speed of light, and the intensity, which sets the heated layer, over half of that. Before the heat has spread well beyond this layer, or in a film a few tens of nanometres thick, the flow may not be local, and then no local $\kappa$ describes it.

**Recommendation**

The argument should be revised to use a conductivity with two arguments, $\kappa(T_e,T_l)$. In a metal that meets the conditions above, whose lattice is hot compared with its phonon energies ($\omega\ll T_l$), and whose density of states is nearly constant within several $T_e$ of the Fermi level, the phonon rate must be evaluated at $T_l$ and the electron-electron rate at $T_e$. In a colder lattice the term $f_+-f_-$ of section 2 is no longer small and the phonon rate depends on $T_e$ too: averaged over the electrons that carry the heat, it is 13% lower at $T_e=T_l$ than for very hot electrons if $\omega=1.4T_l$, and about half as large if $\omega=3T_l$. If a d band begins closer to the Fermi level, it offers additional final states to the electrons that carry the heat, and the average phonon rate then depends on $T_e$ as well. As the lattice warms, $\kappa$ has to be updated even at fixed $T_e$.
